\section*{Langmuir's current ratio for a strong double layer, derived two ways}

\section{What dimensions and symmetry already fix}

A double layer is a thin region inside a plasma across which the potential rises by a finite step $V$. It contains a sheet of negative charge and a sheet of positive charge whose total charge is zero. Let the layer be planar, steady and at rest, with potential $\phi=0$ at its low edge $x=0$ and $\phi=V$ at its high edge $x=L$. Electrons (mass $m$, charge $-e$) enter at $x=0$ and are accelerated towards $+x$. Ions (mass $M$, charge $+e$) enter at $x=L$ and are accelerated towards $-x$. Both species enter with negligible speed and cross without collisions. The symbols $J_e$ and $J_i$ denote positive magnitudes of current density. Electrons moving towards $+x$ and ions moving towards $-x$ both carry electric current towards $-x$, so the total current density has magnitude $J_e+J_i$.

At potential $\phi$ an electron has fallen through $\phi$ and an ion through $V-\phi$. Energy conservation gives
\begin{equation}
v_e=\sqrt{\frac{2e\phi}{m}},\qquad v_i=\sqrt{\frac{2e(V-\phi)}{M}} .
\label{speeds}
\end{equation}
In a steady planar flow each current density is independent of $x$, so $n_e=J_e/(ev_e)$ and $n_i=J_i/(ev_i)$. Poisson's equation, $\varepsilon_0\phi''=e(n_e-n_i)$, becomes
\begin{equation}
\varepsilon_0\phi''=\frac{A}{\sqrt{2e\phi}}-\frac{B}{\sqrt{2e(V-\phi)}},\qquad A=J_e\sqrt m,\quad B=J_i\sqrt M .
\label{poisson}
\end{equation}
The masses and currents appear only in the combinations $A$ and $B$. The plasmas outside are taken to be field-free, so $\phi'=0$ at both edges. This condition contains no mass or current either. It can therefore restrict only $A$, $B$, $e$, $\varepsilon_0$ and $V$; the width $L$ is not prescribed but follows from the solution.

In (\ref{poisson}) the constants enter as $A/(\varepsilon_0\sqrt e)$, which has the unit $\mathrm{V^{3/2}\,m^{-2}}$. Combined with $V$ it yields a length but no pure number. If the edge conditions select one value of $B/A$, that value must be a pure number $\kappa$, the same for all $V$ and all currents.

Symmetry gives the number. Define the mirrored potential $\tilde\phi(x)=V-\phi(L-x)$. Then $\tilde\phi''(x)=-\phi''(L-x)$, and since $\phi(L-x)=V-\tilde\phi(x)$,
\begin{equation}
\varepsilon_0\tilde\phi''=\frac{B}{\sqrt{2e\tilde\phi}}-\frac{A}{\sqrt{2e(V-\tilde\phi)}} .
\end{equation}
This is the same problem with $A$ and $B$ exchanged, and the edge fields still vanish. Hence $\kappa=1/\kappa$, and because both quantities are positive, $\kappa=1$:
\begin{equation}
J_e\sqrt m=J_i\sqrt M,\qquad \frac{J_e}{J_i}=\sqrt{\frac Mm}.
\label{langmuir}
\end{equation}
The argument presumes that a solution exists and that the ratio is unique. The first derivation proves both.

\section{First derivation: integrating Poisson's equation}

Multiply (\ref{poisson}) by $\phi'$. The left side becomes $\frac{d}{dx}(\varepsilon_0\phi'^2/2)$, and each term on the right becomes a function of $\phi$ times $\phi'$, which can be integrated over $\phi$. Start at the low edge, where $\phi=0$ and $\phi'=0$. The two integrals needed are
\begin{equation}
\int_0^\phi\frac{ds}{\sqrt s}=2\sqrt\phi,\qquad
\int_0^\phi\frac{ds}{\sqrt{V-s}}=2\left(\sqrt V-\sqrt{V-\phi}\right).
\end{equation}
The densities are infinite at the edges where their particles start from rest, but these integrals are finite. With $2\sqrt{m/2e}=\sqrt{2m/e}$, and likewise for $M$, the field $E=-\phi'$ obeys
\begin{equation}
\frac{\varepsilon_0E^2}{2}=J_e\sqrt{\frac{2m}{e}}\sqrt\phi
-J_i\sqrt{\frac{2M}{e}}\left(\sqrt V-\sqrt{V-\phi}\right).
\label{first}
\end{equation}
At the high edge $\phi=V$ and $E=0$, so
\begin{equation}
0=\sqrt{\frac{2V}{e}}\left(J_e\sqrt m-J_i\sqrt M\right).
\end{equation}
The bracket must vanish, which is (\ref{langmuir}). The condition is linear in the currents, so the ratio is unique.

A solution also requires $E^2>0$ between the edges. Insert (\ref{langmuir}) into (\ref{first}) and write $u=\phi/V$:
\begin{equation}
\frac{\varepsilon_0E^2}{2}=J_e\sqrt{\frac{2mV}{e}}\;g(u),\qquad g(u)=\sqrt u+\sqrt{1-u}-1 .
\label{field}
\end{equation}
Since $(\sqrt u+\sqrt{1-u})^2=1+2\sqrt{u(1-u)}>1$ for $0<u<1$, $g$ is positive there and the potential rises monotonically. Its derivative, $\frac12[u^{-1/2}-(1-u)^{-1/2}]$, vanishes at $u=\frac12$, so the field peaks at the midplane, where $g=\sqrt2-1$.

\subsection{The width}

From $dx=d\phi/|E|$ and (\ref{field}),
\begin{equation}
L=V\left[\frac{2J_e}{\varepsilon_0}\sqrt{\frac{2mV}{e}}\right]^{-1/2}I,
\qquad I=\int_0^1\frac{du}{\sqrt{g(u)}} .
\end{equation}
Near $u=0$, $g\simeq\sqrt u$ and the integrand behaves as $u^{-1/4}$; the other edge is its mirror image. The integral therefore converges, and numerically $I=1.821$. Squaring, and using $\frac12\sqrt{e/(2m)}=\frac14\sqrt{2e/m}$,
\begin{equation}
J_eL^2=\frac{\varepsilon_0}{4}\sqrt{\frac{2e}{m}}\;V^{3/2}I^2 .
\label{width}
\end{equation}
Without ions, and with zero field at the low edge alone, $g$ is replaced by $\sqrt u$ and $I$ by $\int_0^1u^{-1/4}du=4/3$. Equation (\ref{width}) then becomes the Child--Langmuir law with its factor $4/9$. At equal $V$ and $L$, the double layer carries $9I^2/16=1.865$ times that electron current. The reason can be read from $g-\sqrt u=\sqrt{1-u}-1\le0$: at fixed $J_e$ and $V$ the ions lower the field at each potential, so the step needs a greater width and $J_eL^2$ rises.

The current ratio does not depend on $V$ or $L$. Equation (\ref{width}) is a separate relation, which says how wide the layer must be for a given step and electron current.

\section{Second derivation: momentum balance of the whole layer}

Take a box of unit cross-section that encloses the layer. The electric force on all charges inside is, by Gauss's law $\rho=\varepsilon_0E'$,
\begin{equation}
F=\int_0^L\rho E\,dx=\varepsilon_0\int_0^LE\,\frac{dE}{dx}\,dx
=\frac{\varepsilon_0}{2}\left[E^2(L)-E^2(0)\right].
\label{force}
\end{equation}
It vanishes if the edge fields are zero. In a steady state the momentum inside the box is constant, so the particles must carry out as much momentum per unit time as they bring in. They bring in none, because they enter at rest.

Electrons leave at a rate $J_e/e$ per unit area, each with momentum $mv_e(V)=\sqrt{2meV}$ towards $+x$. Ions leave at a rate $J_i/e$ with momentum $\sqrt{2MeV}$ towards $-x$. The total outflow is zero:
\begin{equation}
\frac{J_e}{e}\sqrt{2meV}-\frac{J_i}{e}\sqrt{2MeV}=0 .
\label{momentum}
\end{equation}
Division by $\sqrt{2eV}/e$ gives (\ref{langmuir}) again. For the same energy $eV$ an ion carries $\sqrt{M/m}$ times the momentum of an electron, so $\sqrt{M/m}$ electrons must cross for each ion if the layer is to feel no net push.

\subsection{Other charges, mixtures and relativistic speeds}

The second route needs only the particle flux and the final momentum, so it extends with little work. An ion of charge $Ze$ gains energy $ZeV$, and its flux is $J_i/(Ze)$. Its momentum flux is
\begin{equation}
\frac{J_i}{Ze}\sqrt{2MZeV}=J_i\sqrt{\frac{2MV}{Ze}} .
\end{equation}
Equating this to $J_e\sqrt{2mV/e}$ gives $J_e/J_i=\sqrt{M/(Zm)}$. If several species carry fractions $f_k$ of the ion current, their momentum fluxes add:
\begin{equation}
\frac{J_e}{J_i}=\sum_kf_k\sqrt{\frac{M_k}{Z_km}} .
\label{mixture}
\end{equation}

For singly charged particles at relativistic energy, $(eV+mc^2)^2=p^2c^2+m^2c^4$ gives $pc=\sqrt{eV(eV+2mc^2)}$. The balance $J_ep_e=J_ip_i$ becomes
\begin{equation}
\frac{J_e}{J_i}=\sqrt{\frac{eV+2Mc^2}{eV+2mc^2}} .
\label{relativistic}
\end{equation}
For $eV\ll2mc^2$ this returns (\ref{langmuir}). For CO$^+$ the ratio is 226 in the nonrelativistic limit and 161 at $V=1$~MV. The formula assumes that the particles move along $x$ only. At 1~MV the magnetic field of the current itself would bend the electrons strongly in a beam much wider than $L$, so the value 161 applies only if the particles are guided along $x$, for instance by a strong magnetic field in that direction.

\section{What each derivation assumes}

Both derivations take a steady planar layer, free crossing, entry from rest, and speeds found from a static potential. The last point ties the result to the rest frame of the layer. Both also need a condition on the edge fields. Equation (\ref{force}) shows that for the ratio alone equal edge fields suffice. By Gauss's law this means zero net charge.

They differ in what they must know about the interior. The first uses the density of each species at every potential. In return it gives the field profile, proves that a monotonic layer exists, and fixes the width. The second uses only the states of the particles at the two edges. It gives the ratio but cannot show that any potential profile joins those edges.

The two are linked: multiplying Poisson's equation by $\phi'$ forms the electric force density, because $\varepsilon_0\phi''\phi'=(-\rho)(-E)=\rho E$. Equation (\ref{first}) is thus the momentum balance of the part of the layer between the low edge and the point $\phi$, and (\ref{momentum}) is the balance of the whole.

Zero net charge also has a consequence in time. The electron charge per unit area is $\int en_e\,dx=J_e\int dx/v_e=J_e\tau_e$, where $\tau_e$ is the transit time, and the ion charge is $J_i\tau_i$. Their equality gives
\begin{equation}
\frac{\tau_i}{\tau_e}=\frac{J_e}{J_i}=\sqrt{\frac Mm} .
\label{times}
\end{equation}
The slow ions supply as much charge as the electrons with a much smaller current because they stay longer.

\section{Entry energy and reflected particles}

Entry from rest cannot hold strictly. It makes the electron density infinite at the low edge, where the ion density is finite, so the layer could not join a neutral plasma. Let the electrons instead enter with energy $eW_e$ and the ions with $eW_i$, still without spread. The plasma on the low side also contains ions that the step reflects, and the plasma on the high side contains electrons that it reflects. Describe these by Boltzmann factors with temperatures $T_i$ and $T_e$, expressed in volts.

Write $J_e\sqrt m=a\,J_i\sqrt M$, so that $a$ is the correction factor to $\sqrt{M/m}$. In units of $J_i\sqrt{M/2e}/e$, the entering electrons and ions have densities $a/\sqrt{\phi+W_e}$ and $1/\sqrt{V-\phi+W_i}$. The reflected ions and electrons have densities $N_ie^{-\phi/T_i}$ and $N_ee^{-(V-\phi)/T_e}$. Neutrality at the two edges, with the small terms $e^{-V/T_i}$ and $e^{-V/T_e}$ dropped, requires
\begin{equation}
N_i=\frac{a}{\sqrt{W_e}}-\frac1{\sqrt{V+W_i}},\qquad
N_e=\frac1{\sqrt{W_i}}-\frac{a}{\sqrt{V+W_e}} .
\label{neutral}
\end{equation}
Zero field at both edges requires the integral of the charge density over $\phi$ to vanish:
\begin{multline}
2a\left(\sqrt{V+W_e}-\sqrt{W_e}\right)+N_eT_e\\
=2\left(\sqrt{V+W_i}-\sqrt{W_i}\right)+N_iT_i .
\end{multline}
The terms $N_eT_e$ and $N_iT_i$ are the pressures of the reflected particles. Insert (\ref{neutral}) and collect the terms with $a$ on one side:
\begin{equation}
a=\frac{2\left(\sqrt{V+W_i}-\sqrt{W_i}\right)-\dfrac{T_e}{\sqrt{W_i}}-\dfrac{T_i}{\sqrt{V+W_i}}}
{2\left(\sqrt{V+W_e}-\sqrt{W_e}\right)-\dfrac{T_e}{\sqrt{V+W_e}}-\dfrac{T_i}{\sqrt{W_e}}} .
\label{factor}
\end{equation}
For large $V$ divide numerator and denominator by $2\sqrt V$ and keep the first order in $1/\sqrt V$:
\begin{equation}
a\simeq1-\frac1{\sqrt V}\left[\sqrt{W_i}+\frac{T_e}{2\sqrt{W_i}}-\sqrt{W_e}-\frac{T_i}{2\sqrt{W_e}}\right].
\label{slow}
\end{equation}
Unless the bracket vanishes, as it does when temperatures and entry energies are equal on the two sides, the ratio $\sqrt{M/m}$ is therefore approached as $\sqrt{T/V}$, not as $T/V$. This is the sense in which the layer must be strong.

The entry energies are not free. Just inside the high edge the net charge must be positive for the potential to bend down from its plateau. With $\psi=V-\phi$, the net positive density must therefore grow with $\psi$, so its slope at the edge cannot be negative:
\begin{equation}
\frac{N_e}{T_e}\ge\frac1{2W_i^{3/2}}+\frac{a}{2(V+W_e)^{3/2}} .
\label{bohm}
\end{equation}
This is a Bohm condition: the ions must arrive fast enough that their density falls more slowly than that of the reflected electrons. The low edge imposes the mirror condition on the entering electrons, $N_i/T_i\ge a/(2W_e^{3/2})+1/[2(V+W_i)^{3/2}]$, and a layer needs both.

\section{A layer in carbon monoxide}

Consider CO$^+$ ions in a double-plasma device, in which two plasmas at different potentials are held side by side in a low-pressure gas. Take $V=100$~V, $J_e=10$~mA/cm$^2$, a pressure of 0.05~mTorr and a gas temperature of 300~K. These are round values chosen for illustration, not data from a particular device.

The ion mass is 28.01~u, so $M/m=51058$ and
\begin{equation}
\frac{J_e}{J_i}=\sqrt{51058}=226.0,\qquad J_i=\frac{10}{225.96}=0.0443~\mathrm{mA/cm^2} .
\end{equation}
The ions carry 0.44\% of the total current. Direct quadrature of the two charge densities gives the same ratio.

With $J_eL^2=4.353$~mA from (\ref{width}) and $J_e=100$~A/m$^2$,
\begin{equation}
L=\sqrt{\frac{4.353\times10^{-3}~\mathrm A}{100~\mathrm{A/m^2}}}=6.60~\mathrm{mm} .
\end{equation}
The mean field is $V/L=152$~V/cm and the peak field is 178~V/cm. Each beam gains a momentum flux of 3.37~mPa. The field pressure at the midplane is $(\sqrt2-1)\times3.37=1.40$~mPa, as (\ref{field}) requires. The transit times are 2.86~ns for electrons and 645~ns for ions, in the ratio (\ref{times}).

Poisson's equation was also integrated in space, outwards from the midplane, with the midplane field taken from (\ref{field}). The potential came within 1~mV of its edge values at $x/L=0.00013$ and $0.99987$. The missing strips agree with $g\simeq\sqrt u$, which gives $x/L=(4/3I)u^{3/4}=0.00013$ at $u=10^{-5}$. When the ion current was raised by 10\% with the same midplane field, the potential turned back at 99.56~V and did not reach the high edge.

\subsection{How far a real layer departs from the ratio}

Take $T_e=3$~V, $T_i=0.05$~V, $W_e=1.5$~V and $W_i=2$~V as rough plasma values. Equation (\ref{factor}) gives
\begin{equation}
a=\frac{17.371-2.121-0.005}{17.700-0.298-0.041}=0.878,
\end{equation}
and the ratio falls from 226 to 198. The reduction is 12\% although $V/T_e=33$. Condition (\ref{bohm}) holds: its left side is 0.207 and its right side 0.177, in the units of (\ref{neutral}) with volts. The mirror condition at the low edge holds with a wide margin, 12.4 against 0.24. At $V=10\,000$~V, with temperatures and entry energies held fixed, $a=0.988$. The hundredfold step reduces the departure tenfold, as (\ref{slow}) predicts.

Ionisation inside the layer matters more than the thin gas suggests, because 226 electrons cross for each ion. With gas density $n_g=1.61\times10^{12}$~cm$^{-3}$ and a rough cross section $\sigma=2.5\times10^{-16}$~cm$^2$, the number of ions born inside per entering ion is
\begin{equation}
\frac{J_e}{J_i}\,n_g\sigma L=226\times2.65\times10^{-4}=0.060 .
\end{equation}
An ion born at potential $\phi$ leaves with less momentum than one that crosses the full step, so by (\ref{momentum}) the ratio of $J_e$ to the entering ion current rises by less than this fraction. The value of $\sigma$ is near the peak of the cross section, reached at about 100~eV. The electrons are below the 14~eV threshold over 18\% of the cold width, and an average over the path is nearer $1.7\times10^{-16}$~cm$^2$, which would give about 4\% instead of 6\%. In the other direction, the estimate uses the width of the cold layer. With the entry energies and reflected particles above, the part of the layer between 1~V and 99~V is about 1.5 times as wide as the whole cold layer at the same $J_e$. With this width, and the ratio 198 in place of 226, the estimate becomes about 8\%. At fixed $V$ and $J_e$ this effect is proportional to the pressure while it is small; beyond that it grows faster, because the ions born inside widen the layer and displace entering ions. At ten times the pressure the estimate would be 60\% or more, and the collisionless model would fail.

The other estimates are smaller. With a rough ion--neutral cross section of $5\times10^{-15}$~cm$^2$, an ion makes 0.005 collisions in crossing the cold width $L$. If C$^+$ from dissociated CO carried 10\% of the ion current, (\ref{mixture}) would lower the ratio to 218. The relativistic change at 100~V is $-0.005$\%.

Of the effects estimated here, the largest is thus the combined one of entry energy and reflected particles. Most of it comes from the pressure of the reflected electrons, $N_eT_e=1.860$, which supplies the terms 2.121 and 0.298 above: the entry energies alone would give $a=17.371/17.700=0.981$. For a step of only a few electron temperatures the correction in (\ref{slow}) is no longer small, so $\sqrt{M/m}$ is only a rough guide. At $V=9$~V, moreover, the entry energies above no longer satisfy (\ref{bohm}), so they do not describe a possible layer. The estimates also leave out the velocity spread of the entering beams and the fluctuations driven by beam instabilities, neither of which is sized here. The remaining figures are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
CO+ ion mass: 28.0095 u
C+ ion mass: 12.0105 u
Potential step V: 100.0 V
Electron current density: 10.00 mA/cm2
CO pressure: 0.050 mTorr
Gas temperature: 300 K
Reflected electron temperature: 3.00 eV
Reflected ion temperature: 0.05 eV
Electron entry energy: 1.50 eV
Ion entry energy: 2.00 eV
Rough ionisation cross section: 2.5e-16 cm2
Rough ion-neutral cross section: 5.0e-15 cm2
CURRENT RATIO
M/m: 51058.1 (no unit)
sqrt(M/m): 225.960 (no unit)
Ratio by quadrature: 225.960 (no unit)
Ratio for doubly charged ions: 159.778 (no unit)
Ion current density: 0.04426 mA/cm2
Ion share of total current: 0.441 %
LAYER
Shape integral I: 1.82095 (no unit)
Current over Child-Langmuir: 1.8652 (no unit)
Je L^2: 4.3532 mA
Width L: 6.598 mm
Mean field V/L: 151.6 V/cm
Peak field: 177.6 V/cm
Electron momentum flux gained: 3.3721 mPa
Ion momentum flux gained: 3.3721 mPa
Peak field pressure: 1.3968 mPa
Electron transit time: 2.855 ns
Ion transit time: 645.2 ns
Spatial run, stop near low edge: x/L = 0.00013
Spatial run, stop near high edge: x/L = 0.99987
Turning potential, 10 % extra ions: 99.56 V
NEGLECTED EFFECTS
Entry and reflection factor: 0.8781 (no unit)
Ratio with that factor: 198.4 (no unit)
Same factor at 10000 V: 0.9877 (no unit)
Entering electron density: 8.592e+08 cm^-3
Debye length at that density: 0.439 mm
L / Debye length: 15.0 (no unit)
Gas density: 1.609e+12 cm^-3
Ions born inside / ions entering: 6.00 %
Ion-neutral collisions per crossing: 0.00531 (no unit)
C+ share of ion current: 10 %
Ratio with that C+ share: 218.16 (no unit)
Relativistic change: -0.00489 %
Relativistic ratio at 1 MV: 160.65 (no unit)
\end{verbatim}
